# Improper ferroelectrics: linear polarization and a finite permittivity jump

**Result.** Let a nonpolar crystal have a two-component primary order parameter $(q_1,q_2)$, with polarization $P$ coupled to $2q_1q_2$ and the symmetry given in section 2. In mean-field theory, if the transition at $T_0$ is continuous and the ordered state is polar, then just below $T_0$

$$P_s=\pm\frac{\kappa g\alpha}{B}(T_0-T),\qquad \Delta\chi=\chi(T_0^-)-\chi(T_0^+)=\frac{2\kappa^2g^2}{B}.$$

Here $\chi=dP/dE$ is the small-field susceptibility of one domain. It contains $\varepsilon_0$, so the relative permittivity is $\varepsilon_r=1+\chi/\varepsilon_0$. The positive constants $\kappa,g,\alpha,B$ are defined below. Electrodes fix the voltage (a short circuit for $P_s$), so $E$ is the applied field, and the crystal is free of stress.

## 1. Simple case: one amplitude

Let $x\ge 0$ be the squared amplitude of the primary order, and suppose for now that symmetry lets $P$ couple to $x$. The free energy density is

$$F=\frac a2x+\frac{B_0}{4}x^2+\frac{P^2}{2\kappa}-gPx-EP,\qquad a=\alpha(T-T_0).$$

The term $P^2/(2\kappa)$ says that polarization alone is stable: $\kappa$ is positive and does not depend on temperature. Only $a$ changes sign.

At equilibrium $\partial F/\partial P=P/\kappa-gx-E=0$, so

$$P=\kappa(E+gx).$$

Of the terms containing $P$, the last two equal $-P(gx+E)=-P^2/\kappa$. Together with $P^2/(2\kappa)$ they give $-P^2/(2\kappa)=-\kappa(E+gx)^2/2$. Expanding the square,

$$F=\frac{a-2\kappa gE}{2}x+\frac{B_0-2\kappa g^2}{4}x^2-\frac{\kappa E^2}{2}.$$

Define $B=B_0-2\kappa g^2$. The polarization lowers the quartic coefficient, and the field shifts the quadratic one. For $B>0$, setting $\partial F/\partial x=0$ gives

$$x=\frac{2\kappa gE-a}{B}$$

when this is positive, and $x=0$ otherwise.

At $E=0$ below $T_0$ we have $x=\alpha(T_0-T)/B$, hence $P_s=\kappa gx$ is linear in $T_0-T$. Differentiating $P=\kappa(E+gx)$ at fixed temperature gives

$$\chi=\kappa+\kappa g\frac{dx}{dE}=\kappa+\frac{2\kappa^2g^2}{B}.$$

Above $T_0$ a small field leaves $x=0$, so $\chi=\kappa$. The step appears because an ordered crystal can answer the field by changing $x$, and a disordered one cannot.

**Limit $g\to0$.** Both $P_s$ and the step vanish, the first as $g$ and the second as $g^2$. A weakly coupled polarization therefore has a very weak dielectric signature.

**Comparison with a proper ferroelectric.** If $P$ is itself the primary order parameter, $F=a_PP^2/2+\beta P^4/4-EP$. Then $P_s=\sqrt{-a_P/\beta}$, and $1/\chi=a_P+3\beta P_s^2$ equals $a_P$ above the transition and $-2a_P$ below. The susceptibility diverges because the coefficient of $P^2$ vanishes. In the improper case that coefficient stays at $1/(2\kappa)$.

## 2. Why one component is not enough

The coupling $Px$ was assumed, and for a one-component order parameter it is forbidden. A symmetry operation can only send a real one-component $q$ to $\pm q$, so $q^2$ is invariant. In a nonpolar parent no component of the polarization is invariant under all operations. Then $Pq^2$ is not invariant either, and it cannot appear in $F$.

With two components, a quadratic form can change sign together with $P$. Take a parent group generated by

- a fourfold operation, $(q_1,q_2,P)\to(q_2,-q_1,-P)$;
- a mirror, $(q_1,q_2,P)\to(-q_1,q_2,-P)$.

The names describe the action in the $(q_1,q_2)$ plane. In space the second operation can be, for example, a twofold rotation about an axis normal to $P$. If the two operations were simply the point operations $\bar4$ and this rotation, $(q_1,q_2)$ would transform like the polarization components normal to $P$ and would couple to them bilinearly. This is excluded when a lattice translation of the parent sends $(q_1,q_2)$ to $(-q_1,-q_2)$ and leaves the polarization unchanged, as for an order parameter at the zone boundary. That case is meant here.

Both reverse $q_1q_2$ and $P$, so $P\,q_1q_2$ is invariant. Both leave $q_1^2+q_2^2$ unchanged, so $P(q_1^2+q_2^2)$ is forbidden. The mirror forbids $P(q_1^2-q_2^2)$. Applying the fourfold operation twice gives $(-q_1,-q_2,P)$, which forbids terms odd in $q$, including a bilinear $Pq_i$.

Write $q_1=Q\cos\theta$, $q_2=Q\sin\theta$ and $s=\sin2\theta$, so that $2q_1q_2=Q^2s$. Since $P$ is of order $Q^2$, all terms up to order $Q^4$ are

$$F=\frac a2Q^2+\frac b4Q^4+\frac c4Q^4s^2+\frac{P^2}{2\kappa}-gPQ^2s-EP.$$

The same elimination as before gives $P=\kappa(E+gQ^2s)$ and

$$F=\frac{a-2\kappa gEs}{2}Q^2+\frac{b-As^2}{4}Q^4-\frac{\kappa E^2}{2},\qquad A=2\kappa g^2-c.$$

**Which state is chosen?** At $E=0$ the direction enters only through $b-As^2$, which should be as small as possible.

If $A>0$, then $s=\pm1$. The two signs give opposite $P$, and each sign comprises two states, $\pm(q_1,q_2)$, with the same $P$. The quartic coefficient is $B=b-A=b+c-2\kappa g^2$, so section 1 applies with $B_0=b+c$. A small field along $P$ does not rotate the order parameter, because $s$ is stationary in $\theta$ at $s=\pm1$.

If $A<0$, then $s=0$ and there is no spontaneous polarization, although the coupling $g$ is present. The permittivity still jumps. For small $s$ the angular energy is $|A|Q^4s^2/4-\kappa gEQ^2s$, with its minimum at $s=2\kappa gE/(|A|Q^2)$. The extra polarization is $\kappa gQ^2s=2\kappa^2g^2E/|A|$, in which $Q$ has cancelled. A finite step in permittivity is thus no proof of a polar phase.

From here on $A>0$ and $B>0$.

## 3. The transition in a field

For $E\neq0$ the favoured domain has $s=\operatorname{sign}E$, and

$$Q^2=\frac{2\kappa g|E|-a}{B}.$$

Order sets in where the numerator vanishes:

$$T_c(E)=T_0+\frac{2\kappa g}{\alpha}|E|.$$

The transition stays sharp under bias because the field does not break the symmetry $(q_1,q_2)\to(-q_1,-q_2)$. The permittivity step moves to $T_c(E)$ and keeps its height.

**Limit $T=T_0$.** With $a=0$, any field induces order, $Q^2=2\kappa g|E|/B$. The polarization is then $P=(\kappa+\Delta\chi)E$ for both signs of $E$, so the upper value of $\chi$ holds at $T_0$ itself. Slightly above $T_0$, $\chi=\kappa$ holds only for $|E|<a/(2\kappa g)$. A measuring field of amplitude $E_m$ therefore raises the response already at temperatures up to $2\kappa gE_m/\alpha$ above $T_0$, and only a small one shows a sharp step.

**Link with heat capacity.** Inserting $Q^2$ into $F$ gives, in the ordered phase with $E\ge0$,

$$F_{\min}=-\frac{(a-2\kappa gE)^2}{4B}-\frac{\kappa E^2}{2}.$$

With $C=-T\,\partial^2F_{\min}/\partial T^2$, the heat capacity per volume jumps by $\Delta C=T_0\alpha^2/(2B)$ at $E=0$. Multiplying the two jumps,

$$\frac{\Delta\chi\,\Delta C}{T_0}=\frac{2\kappa^2g^2}{B}\,\frac{\alpha^2}{2B}=\left(\frac{\kappa g\alpha}{B}\right)^2=\left(\frac{dP_s}{dT}\right)^2.$$

Likewise $dT_c/d|E|=\Delta\chi/|dP_s/dT|$. These relations contain measurable quantities and no Landau coefficients.

**Reversed field.** Start in the domain $s=1$ and apply $E=-E'$. For a small rotation $\delta$ away from $\theta=\pi/4$, $s\approx1-2\delta^2$ and $s^2\approx1-4\delta^2$. The energy changes by

$$\left(AQ^4-2\kappa gE'Q^2\right)\delta^2.$$

Stability is lost when $AQ^2=2\kappa gE'$. In this state $Q^2=(|a|-2\kappa gE')/B$, so $A|a|=2\kappa gE'(A+B)$. Since $A+B=b$,

$$E_c=\frac{A\,\alpha(T_0-T)}{2\kappa gb}.$$

At this field $Q^2$ is still positive, because $A<b$. So $E_c$ is the limit of metastability of a uniform domain. Reversal by nucleation and wall motion can occur at lower fields.

## 4. Dropping the mirror

With the fourfold operation alone, $P(q_1^2-q_2^2)$ is also allowed. A rotation of the axes in the $(q_1,q_2)$ plane brings the total coupling back to $-gPQ^2s$. The quartic energy then generally contains a new term $\frac d4Q^4\sin4\theta$, and its coefficient becomes

$$w(\theta)=b-As^2+d\sin4\theta.$$

The minimum of $w$ no longer lies at $s=\pm1$, so a field now also rotates the order parameter. To see whether the jump survives, set $h=2\kappa gE$ and minimize over $Q$ below $T_0$:

$$F=-G(\theta,h)-\frac{\kappa E^2}{2},\qquad G=\frac{(|a|+hs)^2}{4w}.$$

The angle maximizes $G$. Let $G_*(h)$ be the maximum. Then $P=-dF/dE=\kappa E+2\kappa g\,dG_*/dh$ and $\chi=\kappa+(2\kappa g)^2d^2G_*/dh^2$. The condition $G_\theta=0$ gives $d\theta/dh=-G_{h\theta}/G_{\theta\theta}$, so

$$\frac{d^2G_*}{dh^2}=G_{hh}-\frac{G_{h\theta}^2}{G_{\theta\theta}}.$$

At $h=0$ we have $w'=0$, and therefore

$$G_{hh}=\frac{s^2}{2w},\quad G_{h\theta}=\frac{|a|s'}{2w},\quad G_{\theta\theta}=-\frac{a^2w''}{4w^2}.$$

The factors of $|a|$ cancel:

$$P_s=\kappa g|a|\frac sw,\qquad \Delta\chi=(2\kappa g)^2\left[\frac{s^2}{2w}+\frac{s'^2}{w''}\right].$$

The law is still linear and the step finite. The second term is the response by rotation. Because of it, $\Delta\chi\,\Delta C/T_0$ is larger than $(dP_s/dT)^2$ when $d\neq0$. With these zero-field values the relation $dT_c/d|E|=\Delta\chi/|dP_s/dT|$ is in general lost too. Under a bias, however, order still sets in along $s=\operatorname{sign}E$, where $\sin4\theta=0$ and $w=B$. At $T_c(E)$ the step is then again $2\kappa^2g^2/B$, and both equalities of section 3 hold for the jumps taken there. Closer to $T_0$ the order parameter turns more easily, but it is also smaller, and the two effects cancel.

For explicit values use $s^2=(1-\cos4\theta)/2$, which gives $w=b-\frac A2+\frac A2\cos4\theta+d\sin4\theta$. With $R=\sqrt{A^2/4+d^2}$, the minimum has $\cos4\theta=-A/(2R)$, $w=b-A/2-R$ and $w''=16R$. Also $s'^2=4(1-s^2)$.

**Limit $d\to0$.** Then $R=A/2$, $s^2=1$, $s'=0$ and $w=B$, which returns $\Delta\chi=2\kappa^2g^2/B$.

## 5. Where the simple law bends or fails

Return to $d=0$ and $s=1$, with $x=Q^2$.

**Higher orders.** Add $ex^3/6$ with $e>0$. The equilibrium condition is $a+Bx+ex^2=2\kappa gE$, so

$$\chi=\kappa+\frac{2\kappa^2g^2}{B+2ex}.$$

To first order, $x$ is reduced by the fraction $e|a|/B^2$. This must be small for the linear law to hold.

Add instead $\eta P^2x/2$. Then $P=\kappa(E+gx)/(1+\eta\kappa x)$, and the background susceptibility at fixed $x$ becomes $\kappa/(1+\eta\kappa x)$. Near $T_0$ at small field, $x$, $a$ and $E$ are small together. The terms that gave the jump are of second order in them, while both additions are of third order. Their effect on $\chi$ therefore vanishes at $T_0$: they add slopes and leave the step unchanged.

**Clamped strain.** Let a shear strain $u$ change sign under the same operations as $P$. The order can then produce a strain $vQ^2s$, with elastic energy $\frac K2(u-vQ^2s)^2$. For a free crystal this term is zero at equilibrium. If $u$ is held at its spontaneous value, as at frequencies too high for the sample to deform, it adds $Kv^2$ to $\partial^2F/\partial x^2=B/2$. So $B$ is replaced by $B+2Kv^2$ in $\Delta\chi$, and the step shrinks. A direct piezoelectric coupling $uP$ would also make $\kappa$ and $g$ depend on clamping; it is left out here.

**First-order transition.** If $B<0$ and $e>0$, the ordered state appears where its energy equals that of the parent. Dividing $F=0$ by $x$ and writing out $\partial F/\partial x=0$,

$$\frac a2+\frac{Bx}4+\frac{ex^2}6=0,\qquad \frac a2+\frac{Bx}2+\frac{ex^2}2=0.$$

Subtraction gives $x=-3B/(4e)$, and then $a=-Bx-ex^2=3B^2/(16e)$. The polarization starts with a jump $\kappa gx$, and the linear onset is lost.

**Fluctuations.** Give each of the $n=2$ components a gradient energy $\frac12\alpha T_0\xi_0^2|\nabla q_i|^2$, and let $t=(T-T_0)/T_0>0$. The Gaussian free energy is $\frac n2k_BT\int\frac{d^3k}{(2\pi)^3}\ln(t+\xi_0^2k^2)$. Its most singular contribution to the heat capacity is

$$\frac{nk_B}{2}\int\frac{d^3k}{(2\pi)^3}\frac1{(t+\xi_0^2k^2)^2}=\frac{nk_B}{16\pi\xi_0^3\sqrt t},$$

because $\int_0^\infty y^2(1+y^2)^{-2}dy=\pi/4$. Setting this equal to $\Delta C$ estimates how close to $T_0$, coming from above, mean-field theory fails:

$$t_G=\left(\frac{nk_B}{16\pi\xi_0^3\Delta C}\right)^2.$$

## 6. Numbers

Since 1 µC/cm² times 1 MV/cm is 1 J/cm³, these units need no conversion factors. I take round values: $T_0=430$ K, $\alpha=0.05$ J/(cm³ K), $b=7$ and $c=-1.9$ J/cm³, $g=0.25$ MV/cm, and parent permittivity 10. Then $\kappa=9\varepsilon_0=0.797$ (µC/cm²)/(MV/cm) and $2\kappa g^2=0.0996$ J/cm³. This gives $A=2.00$ and $B=5.00$ J/cm³. Here the polar state is selected mainly by $c$; the energy gained through $P$ is small.

The slope of the polarization is

$$\frac{\kappa g\alpha}{B}=\frac{0.797\times0.25\times0.05}{5.00}=0.00199\ \text{µC/(cm² K)}.$$

So $P_s=0.0199$ µC/cm² at 10 K below $T_0$, and 0.199 µC/cm² at 330 K. The step is

$$\Delta\chi=\frac{2(0.797\times0.25)^2}{5.00}=0.0159\ \text{(µC/cm²)/(MV/cm)}.$$

Divided by $\varepsilon_0$ this is 0.179: the permittivity rises from 10 to 10.18 on cooling. A bias of 0.05 MV/cm moves the step up by 0.40 K. The heat capacity jump is about 0.11 J/(cm³ K).

The next table changes one assumption at a time. The altered coefficients are chosen for illustration, and the values at 330 K for the $\eta$ row come from numerical minimization of $F$ and a finite field difference.

| Change | $P_s$ at 330 K (µC/cm²) | $\varepsilon_r$ at 330 K |
|---|---|---|
| none | 0.199 | 10.18 |
| $e=2$ J/cm³ | 0.153 | 10.11 |
| $\eta\kappa=0.02$ | 0.195 | 9.99 |

The sixth-order term removes nearly a quarter of the polarization at 100 K below $T_0$. The $\eta$ row shows that a 2 percent stiffening of the background is enough to cancel the step over the same interval. The step should therefore be read at the transition, not from two distant temperatures.

The permittivity and polarization found here are roughly those of gadolinium molybdate, about 10 and 0.2 µC/cm²; the other coefficients are not fitted to it. This crystal departs from the model in several ways: its symmetry lacks the mirror in the $(q_1,q_2)$ plane, its transition is weakly first order, and its parent phase is piezoelectric, so the omitted coupling $uP$ is present. For $d=0.5$ J/cm³ the missing mirror raises the permittivity step at zero bias from 0.179 to 0.195, while $P_s$ at 330 K changes by less than 1 percent. For a first-order example take $b=1$ and $e=2$ J/cm³, so $B=-1.00$ J/cm³. The transition then lies 1.9 K above $T_0$, with a polarization jump of 0.075 µC/cm². With the same coefficients the polarization at 330 K is 0.369 µC/cm², so the jump is about a fifth of it. The sizes of both effects depend on the coefficients chosen.

In the model without the coupling $uP$, clamping has a small effect. With rough values of 25 GPa for $K$ and 0.0015 for the spontaneous strain at 330 K, the step falls from 0.179 to 0.175. With a coupling $uP$, the free-crystal $g$ contains a part from the strain that is lost on clamping. If this part has the sign of $g$, the step can shrink much more, and it vanishes when all of $g$ comes from the strain. With the opposite sign the clamped step can be the larger one. For an assumed $\xi_0=0.5$ nm, $t_G=0.0017$, or about 0.7 K. Since $t_G$ varies as $\xi_0^{-6}$, this is an order of magnitude at best.

Two fields limit the use of the model. At 330 K the uniform reversal field is $E_c=3.6$ MV/cm, about 12 times an assumed breakdown field of 0.3 MV/cm, so switching would have to proceed through domain walls. With $d=0.5$ J/cm³ this field drops to about 2.7 MV/cm and with $e=2$ J/cm³ to about 3 MV/cm, still far above breakdown. Without electrodes or other screening charge, a uniformly polarized plate with $P$ along its normal obeys $\varepsilon_0E+P=0$. With $P=P_s+\chi E$ this gives $E=-P_s/(\varepsilon_0+\chi)=-0.22$ MV/cm. That is close to the assumed breakdown field, so the short-circuit condition is a real requirement even for this small polarization.

Numbers in the example were calculated in double precision.
